# Barrier tunnelling and the equilibrium constant of a surface reaction: verification in Python

```python
"""
Result under test: for a 1D barrier with flat ends (0 on the reactant side,
dE on the product side), transmission at equal TOTAL energy is the same from
both sides. Hence the thermal tunnelling factor kappa is the same forward and
reverse, and kf/kr equals the equilibrium constant K without any kappa.
Symbols: V0 barrier top above reactant ground level, dE product minus reactant
ground level, hw quantum of the inverted barrier top (all eV), beta = 1/(kB T),
h2m = hbar^2/(2 m) in eV nm^2, lengths in nm.
Example: H(gas) + surface C-H -> H2(gas) + surface radical, rough values.
"""
import numpy as np
from scipy import constants as c
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar

kB = c.k / c.e
mass = c.m_p + c.m_e
h2m = c.hbar**2 / (2 * mass) / c.e * 1e18
V0, dE, hw, T0 = 0.40, -0.15, 0.15, 473.0
X = 0.42                                   # half length of scattering region


def make_barrier(top, step, quantum, h2):
    """Smooth asymmetric barrier with given top, end step and top curvature."""
    B = (np.sqrt(top) + np.sqrt(top - step))**2
    a = (B**2 - step**2) / quantum * np.sqrt(2 * h2 / (8 * B**3))

    def V(x):
        s = 1 / (1 + np.exp(-x / a))
        return step * s + B * s * (1 - s)
    return V, a, B


def scatter(V, E, side, h2=h2m, steps=5000):
    """Integrate the Schroedinger equation from the outgoing to incident end.
    Returns transmission, reflection and |transmitted amplitude|^2."""
    E = np.atleast_1d(np.asarray(E, float))
    kL = np.sqrt(E / h2 + 0j)
    kR = np.sqrt((E - dE) / h2 + 0j)
    d = 1 if side == "left" else -1
    k_in, k_out = (kL, kR) if d == 1 else (kR, kL)
    xs = np.linspace(d * X, -d * X, 2 * steps + 1)
    v = V(xs) / h2
    e = E / h2
    s = xs[2] - xs[0]
    p = np.ones(len(E), complex)
    q = d * 1j * k_out
    for j in range(steps):
        f0, f1, f2 = v[2*j] - e, v[2*j + 1] - e, v[2*j + 2] - e
        a1, b1 = q, f0 * p
        a2, b2 = q + s/2 * b1, f1 * (p + s/2 * a1)
        a3, b3 = q + s/2 * b2, f1 * (p + s/2 * a2)
        a4, b4 = q + s * b3, f2 * (p + s * a3)
        p = p + s/6 * (a1 + 2*a2 + 2*a3 + a4)
        q = q + s/6 * (b1 + 2*b2 + 2*b3 + b4)
    inc = (p + d * q / (1j * k_in)) / 2
    ref = (p - d * q / (1j * k_in)) / 2
    amp2 = 1 / abs(inc)**2
    return k_out.real / k_in.real * amp2, abs(ref / inc)**2, amp2


def root_grid(n, emax):
    """Quadrature in energy above threshold, dense near the threshold."""
    z, w = np.polynomial.legendre.leggauss(n)
    s = np.sqrt(emax) * (z + 1) / 2
    return s**2, w * np.sqrt(emax) * s


def both_sides(V):
    """Separate solutions and grids; energies are each side's kinetic energy."""
    e1, w1 = root_grid(120, 1.40)
    e2, w2 = root_grid(140, 1.45)
    TL = scatter(V, e1, "left")[0]
    TR = scatter(V, e2, "right")[0]
    return (e1, w1 * TL), (e2 - dE, w2 * TR)


def flux_integral(data, beta):
    return np.sum(data[1] * np.exp(-beta * data[0]))


def kappas(fwd, rev, beta):
    return (beta * np.exp(beta * V0) * flux_integral(fwd, beta),
            beta * np.exp(beta * (V0 - dE)) * flux_integral(rev, beta))


V, a, B = make_barrier(V0, dE, hw, h2m)
beta = 1 / (kB * T0)

# Barrier really has the stated top and curvature
opt = minimize_scalar(lambda x: -V(x), bounds=(-0.1, 0.1), method="bounded",
                      options={"xatol": 1e-10})
dx = 1e-4
curv = (V(opt.x + dx) - 2 * V(opt.x) + V(opt.x - dx)) / dx**2
assert abs(-opt.fun - V0) < 1e-8
assert abs(np.sqrt(-2 * h2m * curv) / hw - 1) < 1e-3


def closed_T(E):
    """Closed Eckart transmission, used only as an outside check."""
    A1, A2 = a * np.sqrt(E / h2m), a * np.sqrt((E - dE) / h2m)
    D = np.sqrt(B * a**2 / h2m - 0.25)
    tp = 2 * np.pi
    return (2 * np.sinh(tp * A1) * np.sinh(tp * A2)
            / (np.cosh(tp * (A1 + A2)) + np.cosh(tp * D)))


# Transmission from both sides at equal total energy
Es = np.array([0.05, 0.10, 0.20, 0.30, 0.40, 0.50])
TL, RL, tL = scatter(V, Es, "left")
TR, RR, tR = scatter(V, Es, "right")
assert np.allclose(TL, TR, rtol=1e-4, atol=0)
assert np.allclose(TL, closed_T(Es), rtol=1e-4, atol=0)
assert np.allclose(TL + RL, 1, atol=1e-4)


def double_hump(x):
    return (dE / (1 + np.exp(-x / 0.02))
            + 0.35 * np.exp(-((x + 0.04) / 0.02)**2)
            + 0.25 * np.exp(-((x - 0.05) / 0.03)**2))


HL = scatter(double_hump, Es, "left")[0]
HR = scatter(double_hump, Es, "right")[0]
assert np.allclose(HL, HR, rtol=1e-4, atol=0)

# Closed reactant side: everything coming from the product side is reflected
R_closed = scatter(V, [-0.10, -0.05], "right")[1]
assert np.allclose(R_closed, 1, atol=1e-4)

# Equal kinetic energy is a different comparison
ke = 0.30
T_ke_L = scatter(V, ke, "left")[0][0]
T_ke_R = scatter(V, ke + dE, "right")[0][0]
assert T_ke_L > 2 * T_ke_R

# Mass and width act only through the barrier quantum
V_heavy = make_barrier(V0, dE, hw, h2m / 2)[0]
assert np.allclose(scatter(V_heavy, Es, "left", h2m / 2)[0], TL, rtol=1e-4,
                   atol=0)

# Thermal factors from separate forward and reverse data
fwd, rev = both_sides(V)


def parabola_kappa(low, b):
    """Parabolic transmission integrated upward from a chosen lower limit."""
    z, w = np.polynomial.legendre.leggauss(300)
    E = low + (1.5 - low) * (z + 1) / 2
    P = 1 / (1 + np.exp(2 * np.pi * (V0 - E) / hw))
    return b * np.sum(w * (1.5 - low) / 2 * P * np.exp(-b * (E - V0)))


table = []
for T in (200.0, 300.0, T0):
    b = 1 / (kB * T)
    kf_, kr_ = kappas(fwd, rev, b)
    assert abs(kf_ / kr_ - 1) < 1e-3
    table.append((T, kf_, kr_, parabola_kappa(0.0, b), parabola_kappa(dE, b)))
assert table[0][4] > 2 * table[0][3]       # wrong lower limit breaks equality
kap_f, kap_r = table[-1][1:3]

# Flux formula against a direct Maxwell velocity average (SI units)
kT = c.k * T0
lam = c.h / np.sqrt(2 * np.pi * mass * kT)
z, w = np.polynomial.legendre.leggauss(400)
vmax = np.sqrt(2 * 1.4 * c.e / mass)
vel = vmax * (z + 1) / 2
maxwell = np.sqrt(mass / (2*np.pi*kT)) * np.exp(-mass * vel**2 / (2*kT))
direct = np.sum(w * vmax/2 * vel * maxwell * closed_T(mass*vel**2/(2*c.e)))
formula = lam / c.h * flux_integral(fwd, beta) * c.e
assert abs(direct / formula - 1) < 1e-3


# Partition functions counted from ground levels
def q_vib(quanta, b):
    return np.prod(1 / (1 - np.exp(-b * np.array(quanta))))


def q_trans(m):
    return (2 * np.pi * m * kT / c.h**2)**1.5


n = np.arange(0, 400)
assert abs(np.exp(-beta * 0.065 * n).sum() / q_vib([0.065], beta) - 1) < 1e-10
L = 200e-9
n = np.arange(1, 20001)
box_sum = np.exp(-(c.h * n / L)**2 / (8 * mass * kT)).sum()
assert abs(box_sum / (L / lam) - 1) < 1e-3

site_modes = [0.37, 0.17, 0.17]
ts_modes = [0.22, 0.14, 0.14, 0.065, 0.065]
h2_mode = [0.52]
bond = 0.074e-9
Brot = c.hbar**2 / (2 * (mass / 2) * bond**2) / c.e
J = np.arange(0, 40)
spin_weight = np.where(J % 2 == 0, 1, 3) / 4
q_rot = np.sum(spin_weight * (2*J + 1) * np.exp(-beta * Brot * J * (J + 1)))
q_rot_classical = 1 / (2 * beta * Brot)

# Electron spin: H atom 2, barrier complex 2, H2 1, surface radical 2
qR = 2 * q_trans(mass) * q_vib(site_modes, beta)
qP = 2 * q_trans(2 * mass) * q_rot * q_vib(h2_mode, beta)
qTS = 2 * q_vib(ts_modes, beta)
k_f = qTS / (c.h * qR) * flux_integral(fwd, beta) * c.e * 1e6
k_r = qTS / (c.h * qP) * flux_integral(rev, beta) * c.e * 1e6
K = qP / qR * np.exp(-beta * dE)
assert abs(k_f / k_r / K - 1) < 1e-3
k_f_cl, k_r_cl = k_f / kap_f, k_r / kap_r


# Equilibrium without rates: thermal density far from two different barriers
def density_ratio(top):
    pot = make_barrier(top, dE, hw, h2m)[0]
    x = np.linspace(-0.5, 0.5, 901)
    t = h2m / (x[1] - x[0])**2
    ev, vec = eigh_tridiagonal(2 * t + pot(x), -t * np.ones(len(x) - 1))
    rho = (vec**2) @ np.exp(-beta * (ev - ev[0]))
    iL, iR = np.argmin(abs(x + 0.35)), np.argmin(abs(x - 0.35))
    return rho[iR] / rho[iL]


ratio_high, ratio_low = density_ratio(V0), density_ratio(0.20)
boltz = np.exp(-beta * dE)
assert abs(ratio_high / boltz - 1) < 2e-3
assert abs(ratio_low / boltz - 1) < 2e-3

# Sizes of neglected effects
V_thin = make_barrier(V0, dE, hw / 0.9, h2m)[0]
thin_f, thin_r = kappas(*both_sides(V_thin), beta)
assert abs(thin_f / thin_r - 1) < 1e-3 and thin_f > kap_f
T_gas = T0 + 100
bg = 1 / (kB * T_gas)
hot = np.sqrt(bg / beta) * flux_integral(fwd, bg) / flux_integral(fwd, beta)
mTorr = c.torr / 1000
p_H, p_H2 = 1.0, 100.0
n_H, n_H2 = (p * mTorr / kT * 1e-6 for p in (p_H, p_H2))
area = 0.05                                # nm^2 capture area per radical
k_add = area * 1e-18 * np.sqrt(8 * kT / (np.pi * mass)) / 4 * 1e6
steady = k_f * n_H / (k_add * n_H + k_r * n_H2)
equil = K * n_H / n_H2

print(f"V0 = {V0:.2f} eV, dE = {dE:.2f} eV, barrier quantum = {hw:.2f} eV")
print(f"T = {T0:.0f} K, kB*T = {1/beta:.5f} eV")
print(f"barrier length parameter a (H mass) = {a:.5f} nm")
print("E (eV) | T from left | T from right | |t|^2 left | |t'|^2 right")
for r in zip(Es, TL, TR, tL, tR):
    print("%.2f | %.5e | %.5e | %.4e | %.4e" % r)
print(f"max rel. left/right difference = {np.max(abs(TL/TR - 1)):.1e}")
print("double hump, E=0.30 eV: left %.5e, right %.5e" % (HL[3], HR[3]))
print(f"reflection from right at E=-0.05 eV = {R_closed[1]:.6f}")
print(f"kinetic energy {ke:.2f} eV: left {T_ke_L:.4e}, right {T_ke_R:.4e}")
print("T (K) | kappa fwd | kappa rev | parabola from 0 | from dE")
for r in table:
    print("%.0f | %.5g | %.5g | %.5g | %.5g" % r)
print(f"mean of v*T, velocity average = {direct:.5e} m/s")
print(f"mean of v*T, energy formula = {formula:.5e} m/s")
print("site quanta (eV):", site_modes)
print("barrier quanta (eV):", ts_modes)
print(f"H2 quantum = {h2_mode[0]:.2f} eV, bond = {bond*1e9:.3f} nm")
print(f"H2 rotational constant = {Brot*1000:.3f} meV")
print(f"q_rot sum = {q_rot:.4f}, classical = {q_rot_classical:.4f}")
print(f"q_vib: site {q_vib(site_modes, beta):.4f}, barrier {qTS/2:.4f}")
print(f"qR = {qR*1e-6:.4e} cm^-3, qP = {qP*1e-6:.4e} cm^-3")
print(f"qP/qR = {qP/qR:.4f}, exp(-beta dE) = {boltz:.4f}")
print(f"k_f: classical {k_f_cl:.4e}, with tunnelling {k_f:.4e} cm^3/s")
print(f"k_r: classical {k_r_cl:.4e}, with tunnelling {k_r:.4e} cm^3/s")
print(f"k_f/k_r = {k_f/k_r:.3f}, K from partition functions = {K:.3f}")
print(f"density ratio, top {V0:.2f} eV = {ratio_high:.4f}")
print(f"density ratio, top 0.20 eV = {ratio_low:.4f}")
print(f"10% narrower barrier: kappa fwd {thin_f:.4f}, rev {thin_r:.4f}")
print(f"gas motion at {T_gas:.0f} K: k_f (and k_f/k_r) times {hot:.3f}")
print(f"0.05 eV error in dE: K times {np.exp(0.05*beta):.3f}")
print(f"H {p_H:.0f} mTorr: {n_H:.3e} cm^-3; H2 {p_H2:.0f} mTorr: {n_H2:.3e}")
print(f"abstraction rate per C-H = {k_f*n_H:.4e} 1/s")
print(f"reverse rate per radical = {k_r*n_H2:.4e} 1/s")
print(f"capture area {area:.2f} nm^2, k_add = {k_add:.3e} cm^3/s")
print(f"H refilling rate per radical = {k_add*n_H:.4e} 1/s")
print(f"radical/C-H ratio: steady {steady:.3e}, from K {equil:.3f}")
print("success")
```

Printed output:

```
V0 = 0.40 eV, dE = -0.15 eV, barrier quantum = 0.15 eV
T = 473 K, kB*T = 0.04076 eV
barrier length parameter a (H mass) = 0.02073 nm
E (eV) | T from left | T from right | |t|^2 left | |t'|^2 right
0.05 | 2.09199e-09 | 2.09199e-09 | 1.0460e-09 | 4.1840e-09
0.10 | 1.33797e-07 | 1.33797e-07 | 8.4621e-08 | 2.1155e-07
0.20 | 7.77883e-05 | 7.77883e-05 | 5.8802e-05 | 1.0290e-04
0.30 | 1.30999e-02 | 1.30999e-02 | 1.0696e-02 | 1.6044e-02
0.40 | 5.31405e-01 | 5.31405e-01 | 4.5318e-01 | 6.2313e-01
0.50 | 9.83827e-01 | 9.83827e-01 | 8.6287e-01 | 1.1217e+00
max rel. left/right difference = 8.9e-15
double hump, E=0.30 eV: left 3.56216e-01, right 3.56216e-01
reflection from right at E=-0.05 eV = 1.000000
kinetic energy 0.30 eV: left 1.3100e-02, right 3.9976e-06
T (K) | kappa fwd | kappa rev | parabola from 0 | from dE
200 | 106.19 | 106.19 | 2279.5 | 25687
300 | 5.3148 | 5.3148 | 8.8356 | 10.113
473 | 1.8649 | 1.8649 | 1.9074 | 1.9087
mean of v*T, velocity average = 8.03973e-02 m/s
mean of v*T, energy formula = 8.03973e-02 m/s
site quanta (eV): [0.37, 0.17, 0.17]
barrier quanta (eV): [0.22, 0.14, 0.14, 0.065, 0.065]
H2 quantum = 0.52 eV, bond = 0.074 nm
H2 rotational constant = 7.574 meV
q_rot sum = 2.8637, classical = 2.6907
q_vib: site 1.0317, barrier 1.6884
qR = 4.0361e+24 cm^-3, qP = 3.1687e+25 cm^-3
qP/qR = 7.8508, exp(-beta dE) = 39.6496
k_f: classical 4.5109e-16, with tunnelling 8.4122e-16 cm^3/s
k_r: classical 1.4492e-18, with tunnelling 2.7025e-18 cm^3/s
k_f/k_r = 311.279, K from partition functions = 311.279
density ratio, top 0.40 eV = 39.6495
density ratio, top 0.20 eV = 39.6496
10% narrower barrier: kappa fwd 2.1603, rev 2.1603
gas motion at 573 K: k_f (and k_f/k_r) times 5.002
0.05 eV error in dE: K times 3.410
H 1 mTorr: 2.042e+13 cm^-3; H2 100 mTorr: 2.042e+15
abstraction rate per C-H = 1.7174e-02 1/s
reverse rate per radical = 5.5172e-03 1/s
capture area 0.05 nm^2, k_add = 3.940e-11 cm^3/s
H refilling rate per radical = 8.0444e+02 1/s
radical/C-H ratio: steady 2.135e-05, from K 3.113
success
```
